# How deep must a 0.5 nm well be to bind an electron?: verification in Python

```python
"""Binding threshold of an isolated spherical well in three dimensions.

Result under test: a well of depth V0 and radius a binds a particle of
mass m only if V0 > Vc = pi^2 hbar^2 / (8 m a^2).
Symbols: z0^2 = 2 m V0 a^2 / hbar^2, z = k a (k: wave number inside),
y = kappa a (1/kappa: decay length of u = r*psi outside).
The mass is the same inside and outside; energy zero is the outer band edge.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq

NM = 1e-9
EV = const.e
mass_ratio = 0.34
mass = mass_ratio * const.m_e
radius_nm = 0.5


def energy_unit(a_nm):
    """hbar^2 / (2 m a^2) in eV."""
    return const.hbar**2 / (2 * mass * (a_nm * NM)**2) / EV


def threshold_formula(a_nm):
    """Derived critical depth in eV."""
    return np.pi**2 * const.hbar**2 / (8 * mass * (a_nm * NM)**2) / EV


def threshold_integral_equation(a_nm, l=0, n=600):
    """Critical depth in eV from the zero-energy Green function.

    u(x) = z0^2 * integral_0^1 G(x,x') u(x') dx', x = r/a, where
    G = x_small^(l+1) * x_large^(-l) / (2l+1).
    """
    x = (np.arange(n) + 0.5) / n
    small = np.minimum.outer(x, x)
    large = np.maximum.outer(x, x)
    kernel = small**(l + 1) / large**l / (2 * l + 1) / n
    top = eigh(kernel, eigvals_only=True, subset_by_index=[n - 1, n - 1])[0]
    return energy_unit(a_nm) / top


def lowest_energy_grid(depth, box=120, points_per_radius=100):
    """Lowest s-wave energy in eV by finite differences; box in units of a."""
    h = 1.0 / points_per_radius
    index = np.arange(1, box * points_per_radius)
    v = np.where(index < points_per_radius, 1.0, 0.0)
    v[index == points_per_radius] = 0.5
    unit = energy_unit(radius_nm)
    diagonal = 2 / h**2 - v * depth / unit
    off_diagonal = np.full(len(index) - 1, -1 / h**2)
    value = eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                             select='i', select_range=(0, 0))[0]
    return value * unit


def bound_state_formula(depth):
    """Binding energy (eV), decay length (nm), probability inside.

    Valid for pi/2 < z0 < pi, from the matching condition z cot z = -y.
    """
    unit = energy_unit(radius_nm)
    z0 = np.sqrt(depth / unit)
    assert np.pi / 2 < z0 < np.pi

    def mismatch(z):
        return z / np.tan(z) + np.sqrt(max(z0**2 - z**2, 0.0))

    z = brentq(mismatch, np.pi / 2, z0, xtol=1e-14)
    y = -z / np.tan(z)
    inside = (1 + y / z0**2) / (1 + 1 / y)
    return unit * y**2, radius_nm / y, inside


critical = threshold_formula(radius_nm)

# Thresholds of the s and p states from the integral equation
critical_s = threshold_integral_equation(radius_nm, l=0)
critical_p = threshold_integral_equation(radius_nm, l=1)
assert abs(critical_s / critical - 1) < 1e-4
assert abs(critical_p / (4 * critical) - 1) < 1e-4
assert abs(critical - 1.1) < 0.05

# Pencil estimate through atomic units: hbar^2/m_e = e^2 a_B (Gaussian)
hartree = const.physical_constants['Hartree energy in eV'][0]
bohr_nm = const.physical_constants['Bohr radius'][0] / NM
scale_free = hartree * (bohr_nm / radius_nm)**2
scale = scale_free / mass_ratio
assert abs(scale * np.pi**2 / 8 / critical_s - 1) < 1e-4

# Below threshold: positive lowest energy that falls as the box grows
unbound_depth = 1.0
energy_small_box = lowest_energy_grid(unbound_depth, box=60)
energy_large_box = lowest_energy_grid(unbound_depth, box=120)
assert energy_large_box > 0
assert energy_small_box / energy_large_box > 3

# Above threshold: matching condition against the grid Hamiltonian
depths = [1.2, 1.5, 2.0]
table = []
for depth in depths:
    binding, decay, inside = bound_state_formula(depth)
    binding_grid = -lowest_energy_grid(depth)
    assert binding_grid > 0
    assert abs(binding_grid / binding - 1) < 2e-3
    law = np.pi**2 / 16 * (depth - critical)**2 / critical
    table.append((depth, binding, binding_grid, law, decay, inside))

# Probability inside equals the slope of binding energy against depth
step = 0.01
slope = -(lowest_energy_grid(1.5 + step)
          - lowest_energy_grid(1.5 - step)) / (2 * step)
inside_15 = bound_state_formula(1.5)[2]
assert abs(slope / inside_15 - 1) < 2e-3

# Quadratic onset: ratio of grid binding energy to the law tends to one
ratios = []
excesses = [0.10, 0.05]
for excess in excesses:
    law = np.pi**2 / 16 * critical * excess**2
    ratios.append(-lowest_energy_grid(critical * (1 + excess)) / law)
assert abs(ratios[1] - 1) < abs(ratios[0] - 1) < 0.1
extrapolated = 2 * ratios[1] - ratios[0]
assert abs(extrapolated - 1) < 0.01

# Smallest radius that binds at a given shallow depth
shallow_depth = 0.1
min_radius = (np.pi * const.hbar
              / np.sqrt(8 * mass * shallow_depth * EV) / NM)
assert abs(threshold_integral_equation(min_radius) / shallow_depth - 1) < 1e-4

print(f"effective mass: {mass_ratio:.2f} m_e")
print(f"well radius a: {radius_nm:.2f} nm")
print(f"Hartree energy e^2/a_B: {hartree:.4f} eV")
print(f"Bohr radius a_B: {bohr_nm:.5f} nm")
print(f"hbar^2/(m_e a^2), free mass: {scale_free:.4f} eV")
print(f"hbar^2/(m a^2), effective mass: {scale:.4f} eV")
print(f"factor pi^2/8: {np.pi**2 / 8:.4f}")
print(f"critical depth Vc, formula: {critical:.4f} eV")
print(f"critical depth Vc, integral equation: {critical_s:.4f} eV")
print(f"critical depth, formula: {critical * EV / 1e-7:.3e} erg")
print(f"p-state critical depth, integral equation: {critical_p:.4f} eV")
for a_nm in (0.4, 0.6):
    print(f"Vc at radius {a_nm:.1f} nm: {threshold_formula(a_nm):.3f} eV")
print(f"depth {unbound_depth:.1f} eV (unbound), lowest box energy:")
print(f"  box radius {60 * radius_nm:.0f} nm: {energy_small_box:.3e} eV")
print(f"  box radius {120 * radius_nm:.0f} nm: {energy_large_box:.3e} eV")
for depth, binding, binding_grid, law, decay, inside in table:
    print(f"depth {depth:.1f} eV:")
    print(f"  binding energy, matching: {binding:.5f} eV")
    print(f"  binding energy, grid: {binding_grid:.5f} eV")
    print(f"  binding energy, quadratic law: {law:.5f} eV")
    print(f"  decay length 1/kappa: {decay:.3f} nm")
    print(f"  probability inside well: {inside:.4f}")
print(f"slope dE_b/dV0 at 1.5 eV, grid: {slope:.4f}")
for excess, ratio in zip(excesses, ratios):
    print(f"grid/quadratic law at V0/Vc-1 = {excess:.2f}: {ratio:.4f}")
print(f"same ratio extrapolated to threshold: {extrapolated:.4f}")
print(f"smallest binding radius at {shallow_depth:.1f} eV: "
      f"{min_radius:.3f} nm")
print("success")
```

Printed output:

```
effective mass: 0.34 m_e
well radius a: 0.50 nm
Hartree energy e^2/a_B: 27.2114 eV
Bohr radius a_B: 0.05292 nm
hbar^2/(m_e a^2), free mass: 0.3048 eV
hbar^2/(m a^2), effective mass: 0.8965 eV
factor pi^2/8: 1.2337
critical depth Vc, formula: 1.1060 eV
critical depth Vc, integral equation: 1.1060 eV
critical depth, formula: 1.772e-12 erg
p-state critical depth, integral equation: 4.4239 eV
Vc at radius 0.4 nm: 1.728 eV
Vc at radius 0.6 nm: 0.768 eV
depth 1.0 eV (unbound), lowest box energy:
  box radius 30 nm: 9.767e-04 eV
  box radius 60 nm: 2.719e-04 eV
depth 1.2 eV:
  binding energy, matching: 0.00464 eV
  binding energy, grid: 0.00465 eV
  binding energy, quadratic law: 0.00493 eV
  decay length 1/kappa: 4.913 nm
  probability inside well: 0.0959
depth 1.5 eV:
  binding energy, matching: 0.06892 eV
  binding energy, grid: 0.06892 eV
  binding energy, quadratic law: 0.08659 eV
  decay length 1/kappa: 1.275 nm
  probability inside well: 0.3147
depth 2.0 eV:
  binding energy, matching: 0.28358 eV
  binding energy, grid: 0.28358 eV
  binding energy, quadratic law: 0.44580 eV
  decay length 1/kappa: 0.629 nm
  probability inside well: 0.5220
slope dE_b/dV0 at 1.5 eV, grid: 0.3147
grid/quadratic law at V0/Vc-1 = 0.10: 0.9324
grid/quadratic law at V0/Vc-1 = 0.05: 0.9655
same ratio extrapolated to threshold: 0.9986
smallest binding radius at 0.1 eV: 1.663 nm
success
```
